\section*{Volume change caused by a dilatation centre in a free elastic solid}

\section{What goes wrong}

A silicon wafer 300 mm across holds $10^{18}$ oxygen atoms per cm$^3$. Suppose each atom, placed in an unbounded crystal, pushes a volume of $0.007\ \mathrm{nm^3}$ outward through a sphere drawn around it. Adding these volumes and sharing the sum equally among the three directions predicts that the oxygen widens the wafer by $0.70\ \mu$m. Linear elasticity of the free wafer gives $1.34\ \mu$m. The first estimate takes the volume per atom from the infinite medium and ignores the outer surface, and making the wafer larger does not cure the error.

For an isotropic solid and a defect that pushes equally in all directions, the missing factor depends on Poisson's ratio $\nu$ alone:
\begin{equation}
\Delta V=\frac{3(1-\nu)}{1+\nu}\,\Delta V_\infty .
\label{main}
\end{equation}
Here $\Delta V$ is the volume change of the finite, traction-free body and $\Delta V_\infty$ is the volume swept through a closed surface around the same defect in an infinite medium. The solid is homogeneous, isotropic and linearly elastic outside a small core, and the strength of the defect is the same in both settings.

\section{Simple case: a defect at the centre of a sphere}

Tension is positive. With strain $\varepsilon_{ij}$ and displacement $\mathbf u$, Hooke's law reads
\begin{equation}
\sigma_{ij}=\lambda\,\delta_{ij}\nabla\!\cdot\mathbf u+2\mu\,\varepsilon_{ij},\qquad K=\lambda+\tfrac23\mu ,
\label{hooke}
\end{equation}
where $\mu$ is the shear modulus and $K$ the bulk modulus. Its trace is $\sigma_{kk}=3K\nabla\!\cdot\mathbf u$.

A radial displacement $u(r)$ has no curl, so force balance away from the defect reduces to $(\lambda+2\mu)\nabla(\nabla\!\cdot\mathbf u)=0$. The dilatation is therefore a constant, which we call $3B$:
\begin{equation}
\frac1{r^2}\frac{d}{dr}(r^2u)=3B
\quad\Rightarrow\quad r^2u=Br^3+c
\quad\Rightarrow\quad u=\frac{c}{r^2}+Br .
\end{equation}
In an infinite medium the displacement must vanish far away, so $B=0$. A sphere of any radius then sweeps out
\begin{equation}
\Delta V_\infty=4\pi r^2\,\frac{c}{r^2}=4\pi c .
\end{equation}

Now let the body end at $r=R$. The radial stress is $\sigma_{rr}=\lambda\nabla\!\cdot\mathbf u+2\mu\,du/dr$. The term $c/r^2$ has no dilatation and slope $-2c/r^3$, so it gives $-4\mu c/r^3$. The term $Br$ has dilatation $3B$ and slope $B$, so it gives $(3\lambda+2\mu)B=3KB$. A free surface requires
\begin{equation}
3KB-\frac{4\mu c}{R^3}=0
\quad\Rightarrow\quad B=\frac{4\mu c}{3KR^3}.
\label{image}
\end{equation}
The defect alone would leave a pressure on the surface. Removing that pressure lets the whole body expand, and this extra displacement $Br$ is called the image field. The surface now sweeps out
\begin{equation}
\Delta V=4\pi R^2\left(\frac{c}{R^2}+BR\right)
=4\pi c\left(1+\frac{4\mu}{3K}\right).
\label{sphere}
\end{equation}

To bring in $\nu$, pull a bar to strain $e$ along its axis. Its lateral strain is $-\nu e$ and its lateral stress is zero, so $\lambda(1-2\nu)e-2\mu\nu e=0$, or $\lambda=2\mu\nu/(1-2\nu)$. Then
\begin{align}
K&=\frac{2\mu\nu}{1-2\nu}+\frac{2\mu}{3}
=\frac{2\mu(3\nu+1-2\nu)}{3(1-2\nu)}
=\frac{2\mu(1+\nu)}{3(1-2\nu)},\\
1+\frac{4\mu}{3K}&=1+\frac{2(1-2\nu)}{1+\nu}
=\frac{3-3\nu}{1+\nu}=\frac{3(1-\nu)}{1+\nu}.
\label{nu}
\end{align}
This is (\ref{main}) for the sphere.

\paragraph{Limit of a large sphere.} The radius has cancelled from (\ref{sphere}). The image strain $B$ falls as $R^{-3}$, but it fills a volume that grows as $R^3$. A sphere of fixed radius $r$ inside the body sweeps out
\begin{equation}
4\pi(c+Br^3)=4\pi c\left(1+\frac{4\mu}{3K}\frac{r^3}{R^3}\right).
\end{equation}
At fixed $r$ this tends to $4\pi c$ as $R\to\infty$; at $r=R$ it keeps its full value for every $R$. The infinite-medium field is thus correct near the defect of a large body, and still gives the wrong total volume.

\paragraph{Limits in $\nu$.} As $\nu\to\frac12$ at fixed $\mu$, $K$ grows without bound, the image field cannot dilate the body, and the factor tends to 1. At $\nu=0$ it is 3. As $\nu\to-1$ at fixed $\mu$, $K\to0$ and the factor diverges, because a vanishing resistance to dilatation meets a finite surface pressure.

\section{Any shape, any position}

The sphere hides whether symmetry matters. To remove it, we describe the defect by the forces it exerts. Two opposite forces $F$ pushing outward along $\mathbf e$, a distance $d$ apart, have the force density
\begin{equation}
F\mathbf e\left[\delta(\mathbf r-\tfrac d2\mathbf e)-\delta(\mathbf r+\tfrac d2\mathbf e)\right]
\;\to\;-Fd\,\mathbf e\,(\mathbf e\cdot\nabla)\delta(\mathbf r)
\end{equation}
as $d\to0$ with $P=Fd$ fixed. Three equal pairs along perpendicular axes, placed at $\mathbf r_0$, add up to
\begin{equation}
\mathbf f=-P\,\nabla\delta(\mathbf r-\mathbf r_0).
\label{force}
\end{equation}
The real core is replaced by ordinary linear solid loaded by $\mathbf f$, with $P$ chosen so that the field outside the core is unchanged.

\paragraph{Infinite medium.} Put $\mathbf r_0=0$. For a curl-free displacement, force balance is
\begin{equation}
\nabla\left[(\lambda+2\mu)\nabla\!\cdot\mathbf u-P\delta(\mathbf r)\right]=0 .
\end{equation}
The bracket is constant, and it is zero because the strain vanishes at infinity. Since $\nabla\!\cdot(\mathbf r/r^3)=4\pi\delta(\mathbf r)$, the field $\mathbf u=c\,\mathbf r/r^3$ solves this with
\begin{equation}
4\pi c=\Delta V_\infty=\frac{P}{\lambda+2\mu}.
\label{inf}
\end{equation}
All the dilatation sits at the defect, so every closed surface around it sweeps out the same volume.

\paragraph{Finite free body.} Multiply $\partial_j\sigma_{ij}+f_i=0$ by $x_i$, sum over $i$, and integrate over the body. Integration by parts gives
\begin{equation}
\oint x_i\sigma_{ij}n_j\,dS-\int\sigma_{ii}\,dV+\int x_if_i\,dV=0 .
\label{virial}
\end{equation}
The surface term vanishes because the traction $\sigma_{ij}n_j$ is zero. The last term follows from (\ref{force}), again by parts:
\begin{equation}
-P\int x_i\,\partial_i\delta(\mathbf r-\mathbf r_0)\,dV
=P\int(\partial_ix_i)\,\delta(\mathbf r-\mathbf r_0)\,dV=3P .
\end{equation}
Hence $\int\sigma_{ii}\,dV=3P$. The trace of Hooke's law turns the left side into $3K\int\nabla\!\cdot\mathbf u\,dV=3K\Delta V$, so
\begin{equation}
\Delta V=\frac PK .
\label{total}
\end{equation}
Neither the shape nor $\mathbf r_0$ appears. Dividing by (\ref{inf}),
\begin{equation}
\frac{\Delta V}{\Delta V_\infty}=\frac{\lambda+2\mu}{K}
=\frac{K+\frac43\mu}{K}=1+\frac{4\mu}{3K},
\end{equation}
which is (\ref{main}) by (\ref{nu}). The infinite medium resists with $\lambda+2\mu$, since material around the defect must shear to let it expand. Averaged over a free body, only the bulk modulus counts.

\paragraph{Test on an egg.} Take the body of revolution $\rho=\sin t$, $z=1.3\cos t+0.15\cos2t$ with the defect on the axis at $z=0.4$. Regular solutions of the elastic equations were added to $c\,\mathbf r/r^3$ until the surface traction was cancelled to $8.0\times10^{-10}$ of its initial size, and $\mathbf u\cdot\mathbf n$ was then integrated over the surface. For $\nu=0.10$, $0.25$ and $0.40$ the volume divided by $4\pi c$ is 2.454545, 1.800000 and 1.285714. Formula (\ref{main}) gives the same digits.

\paragraph{Where it fails.} The surface must be free. If a rigid casing holds $\mathbf u\cdot\mathbf n=0$, then $\Delta V=0$ whatever the defect does. For a partly loaded surface, the first term of (\ref{virial}) must be kept.

\section{A core with its own stiffness}

Equal strength in both settings was assumed. To see when this holds, let the core be a sphere of radius $a$ and bulk modulus $K_c$ which, if cut free, would have the linear strain $m$ relative to its hole. It sits at the centre of a free sphere of radius $R$. Inside the core $u=Ar$; outside, $u=c/r^2+Br$ with $B$ from (\ref{image}). Continuity of displacement and of radial stress at $r=a$ requires
\begin{equation}
A=\frac c{a^3}+B,\qquad
3K_c(A-m)=3KB-\frac{4\mu c}{a^3}.
\end{equation}
Eliminating $A$ and collecting terms,
\begin{equation}
\frac{c}{a^3}(3K_c+4\mu)+3(K_c-K)B=3K_cm .
\end{equation}
With $B=4\mu c/(3KR^3)$, and with $c_\infty$ denoting the value at $R\to\infty$,
\begin{equation}
\frac{c}{c_\infty}=\left[1+\frac{4\mu(K_c-K)}{K(3K_c+4\mu)}\,\frac{a^3}{R^3}\right]^{-1}.
\label{core}
\end{equation}
The image field stretches the core slightly, and a core stiffer than its host then pushes less. For a core at the centre the correction scales as its volume fraction, so (\ref{main}) is the leading result for a small core. Near the surface the distance to it takes the place of $R$: at depth $d$ below a flat free surface the image dilatation at the defect is $(1-2\nu)c/d^3$, and the correction scales as $a^3/d^3$. With $K_c=3K$ and the moduli of silicon used below, it is about $-1.2\%$ at $d=2a$ to first order.

For $K_c=K$ the correction vanishes at any $R$, and $c=3Kma^3/(3K+4\mu)$. The total volume change is then
\begin{equation}
4\pi c\,\frac{3K+4\mu}{3K}=4\pi a^3m=3m\cdot\tfrac43\pi a^3 ,
\end{equation}
which is the misfit volume of the core when cut free. In this case the free body grows by the full misfit, while a surface in the infinite medium sweeps out a smaller volume. The value $\Delta V_\infty$ in (\ref{main}) must therefore not be read as a misfit volume.

\section{Dipoles and crystals that are not isotropic}

An oxygen atom between two silicon atoms pushes harder along the bond than across it. Its force density is $f_i=-P_{ij}\partial_j\delta(\mathbf r-\mathbf r_0)$ with a symmetric tensor $P_{ij}$. In (\ref{virial}) the force term becomes $P_{ii}$, so
\begin{equation}
\Delta V=\frac{P_{ii}}{3K}.
\label{trace}
\end{equation}
This also holds in a cubic crystal, where equal strains along the axes give equal stresses and the trace law $\sigma_{kk}=3K\nabla\!\cdot\mathbf u$ survives with $K=(C_{11}+2C_{12})/3$.

The infinite-medium value changes its character. Write the fields as sums of waves $e^{i\mathbf q\cdot\mathbf r}$ with $\mathbf q=q\mathbf k$ and $|\mathbf k|=1$, and define $M_{il}=C_{ijml}k_jk_m$ from the elastic constants. Force balance for the isotropic dipole reads $q^2M\hat{\mathbf u}=-iPq\,\mathbf k$, so the dilatation has the amplitude
\begin{equation}
i\mathbf q\cdot\hat{\mathbf u}=P\,\mathbf k\cdot M^{-1}\mathbf k .
\end{equation}
It depends on the direction of $\mathbf q$ alone. Its directional mean is the amplitude of a point dilatation at the defect. The remainder is a sum of angular harmonics with zero mean; in space it falls as $r^{-3}$ with the same harmonics, and it integrates to zero over a ball centred on the defect. Such a ball therefore sweeps out
\begin{equation}
\Delta V_{\rm ball}=P\,\langle\mathbf k\cdot M^{-1}\mathbf k\rangle ,
\label{ball}
\end{equation}
while a surface of another shape can sweep out a different volume.

\paragraph{Isotropic limit.} Here $M\mathbf k=(\lambda+2\mu)\mathbf k$, and (\ref{ball}) returns (\ref{inf}). For a general $P_{ij}$ in an isotropic solid, the amplitude is $k_iP_{ij}k_j/(\lambda+2\mu)$. Since $\langle k_ik_j\rangle=\delta_{ij}/3$, the ball sweeps out $P_{ii}/[3(\lambda+2\mu)]$. Compared with (\ref{trace}) this restores the factor (\ref{main}), but for a ball. The ball need not be centred; a displaced ball that encloses the defect sweeps out the same volume.

\paragraph{Test on one force pair.} A single pair along the axis of the same egg, at $\nu=0.25$, changes the free volume by 1.000000 times $P/(3K)$, as (\ref{trace}) requires. In the infinite medium, the volume it sweeps through the egg-shaped surface is 0.7306 of that swept through a centred sphere. An infinite-medium volume for such a defect has a meaning when the surface is named.

\section{Many centres}

Let $n$ isotropic centres per volume be spread evenly. On scales much larger than their spacing, they act as a uniform stress $-nP\delta_{ij}$ added to the elastic one. A uniform strain $\varepsilon_{ij}=e\,\delta_{ij}$ produces the elastic stress $3Ke\,\delta_{ij}$, and the sum vanishes everywhere if
\begin{equation}
e=\frac{nP}{3K}=\frac{n\,\Delta V}{3}.
\label{strain}
\end{equation}
Force balance and the free surface are then both satisfied, and a body of any shape expands without distortion. It is $\Delta V$, not $\Delta V_\infty$, that fixes this strain.

\section{Oxygen in a silicon wafer}

Rough typical constants of silicon are $C_{11}=170$, $C_{12}=64$ and $C_{44}=80$ GPa, so $K=(170+128)/3=99.33$ GPa. A cubic crystal has two independent shears of modulus $(C_{11}-C_{12})/2$ and three of modulus $C_{44}$. As representative $\mu$ we take the midpoint between the arithmetic and harmonic means over these five, $67.83$ GPa. Inverting the relation for $K$ above,
\begin{equation}
\nu=\frac{3K-2\mu}{2(3K+\mu)}=0.2219,\qquad
\frac{3(1-0.2219)}{1+0.2219}=1.910 .
\end{equation}
With the chosen $\Delta V_\infty=0.007\ \mathrm{nm^3}$, the field amplitude is $c=0.007/4\pi=5.57\times10^{-4}\ \mathrm{nm^3}$ and
\begin{equation}
\Delta V=1.910\times0.007=0.01337\ \mathrm{nm^3}.
\end{equation}
Of this, $0.00637\ \mathrm{nm^3}$ is the image part. The dipole strength is $P=K\Delta V=8.29$ eV. The density $10^{18}\ \mathrm{cm^{-3}}$ equals $10^{-3}\ \mathrm{nm^{-3}}$, so
\begin{equation}
e=\tfrac13\times10^{-3}\times0.01337=4.46\times10^{-6},
\end{equation}
and the diameter grows by $4.46\times10^{-6}\times300\ \mathrm{mm}=1.34\ \mu$m. The last digits belong to the rounded constants: with $165.7$, $63.9$ and $79.6$ GPa the factor is 1.907, $P$ is $8.15$ eV and the growth is $1.33\ \mu$m. Putting $\Delta V_\infty$ in place of $\Delta V$ in (\ref{strain}) gives $0.70\ \mu$m. This is not the growth that the infinite-medium fields alone would give. Summed over a thin disc, they put nearly all of their volume into the thickness, and they widen a wafer $0.775$ mm thick by only about $0.012\ \mu$m. The image field adds volume, and it also makes the expansion uniform. With a rough thermal expansion of $2.6\times10^{-6}\ \mathrm{K^{-1}}$, warming by $1.71$ K gives the same strain, so a comparison of two wafers must hold their temperature equal to much better than this.

\paragraph{What the model leaves out.} With $\Delta V_\infty$ held fixed and defined on a centred ball, the cubic constants in (\ref{ball}) give a factor 1.906 instead of 1.910, a change of $-0.21\%$. That the change is so small reflects the choice of $\mu$ midway between the two means: in $1+4\mu/(3K)$ the arithmetic mean alone would give 1.929 and the harmonic mean 1.892. The value 1.906 also holds for a dipole along a bond, but it belongs to the ball. For an isotropic dipole the factor tends to 1.71 on a flat slab normal to [001] and to 2.07 on one normal to [111]. For a single force pair along [111] it is 1.14 on a spheroid flattened to 0.4 along that axis and 4.31 on one stretched to 2.5. Raising $\nu$ by 0.01 lowers the factor by $2.09\%$, so the isotropic formula needs a well-chosen $\nu$. The directional Poisson's ratios of the crystal will not do: a pull along [100] has $\nu=0.274$ and gives 1.71, and a pull along [110] has $\nu$ from $0.075$ to $0.348$ and gives 2.58 to 1.45. For a core of radius $0.2$ nm the cores fill $3.35\times10^{-5}$ of the crystal. Using this fraction for $a^3/R^3$ in (\ref{core}), even $K_c=3K$ shifts the strength by just $-1.6\times10^{-5}$ of itself.

Nonlinear elasticity outweighs both the core correction and the anisotropy correction on a ball. At the core radius the radial strain has the size $2c/a^3=0.139$, beyond the range where a linear law can be trusted. The strains $-2c/r^3$, $c/r^3$, $c/r^3$ have no trace, so the energy density is $\mu\varepsilon_{ij}\varepsilon_{ij}=6\mu c^2/r^6$ and
\begin{equation}
E=\int_a^\infty\frac{6\mu c^2}{r^6}\,4\pi r^2\,dr=\frac{8\pi\mu c^2}{a^3}=0.413\ \mathrm{eV}.
\end{equation}
At fixed shear strains, $E$ is proportional to $\mu$ times the volume of the material. A volume is the pressure derivative of an energy, which suggests the extra volume
\begin{equation}
\frac{dE}{dp}=\frac E\mu\left(\frac{d\mu}{dp}-\frac\mu K\right).
\end{equation}
If the bracket is of order one, the scale is $E/\mu=9.75\times10^{-4}\ \mathrm{nm^3}$, or $7.3\%$ of $\Delta V$. This is a scale, not a bound. With the measured pressure derivatives of silicon, roughly $4.3$, $4.2$ and $0.8$ for $C_{11}$, $C_{12}$ and $C_{44}$, $d\mu/dp$ is $0.50$ for the arithmetic mean and $0.36$ for the harmonic mean, while $\mu/K=0.68$. The bracket is then $-0.2$ to $-0.3$, and the estimate is $-1.3$ to $-2.3\%$ of $\Delta V$. At a strain of $0.139$ higher orders may change this. The leading nonlinear stress falls as $r^{-6}$, so its volume integral converges close to the core and acts from afar as a change of $P$. Formula (\ref{main}) therefore keeps its form if $c$ is read from the far field; a $c$ read at the core would carry the error.

\paragraph{The real wafer.} An oxygen content near $10^{18}\ \mathrm{cm^{-3}}$ is roughly typical of silicon pulled from a melt in a silica crucible. The value of $\Delta V_\infty$ is a choice, and the growth is proportional to it. The real dipole points along one of four equivalent bond directions; when these are equally occupied, the average dipole is isotropic and (\ref{strain}) applies with $P=P_{ii}/3$. The model also assumes that all oxygen stays dissolved and evenly spread, which need not hold in a real wafer. Heat treatment can gather it into oxide precipitates. If half the atoms leave solution, the dissolved part of the growth falls to half, $0.67\ \mu$m, and the precipitates add a volume of their own that this model does not supply. If the oxygen is merely uneven, the volume change of the free wafer is still the number of atoms times $\Delta V$, by (\ref{total}). The mean stress of a free body vanishes, so the diameter averaged over the whole rim still follows (\ref{strain}) with the mean density. The wafer is in general stressed or bent, however, and a single diameter need not follow it. The numerical output below lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TEST BODY: egg-shaped, defect off centre
swept volume / (4 pi c), infinite medium: 1.000000
nu = 0.10: ratio from surface 2.454545, formula 2.454545
  relative traction left on surface: 8.0e-10
nu = 0.25: ratio from surface 1.800000, formula 1.800000
  relative traction left on surface: 8.0e-10
nu = 0.40: ratio from surface 1.285714, formula 1.285714
  relative traction left on surface: 8.0e-10
SINGLE FORCE PAIR, nu = 0.25
free-body volume / (P/3K): 1.000000
infinite medium, egg flux / sphere flux: 0.7306
EXAMPLE: interstitial oxygen in silicon, rough inputs
C11: 170 GPa
C12: 64 GPa
C44: 80 GPa
bulk modulus K: 99.33 GPa
averaged shear modulus mu: 67.83 GPa
Poisson's ratio nu: 0.2219
volume ratio 3(1-nu)/(1+nu): 1.91
infinite-medium volume per atom: 0.007 nm^3
field amplitude c: 0.000557 nm^3
image volume per atom: 0.006373 nm^3
total volume per atom: 0.01337 nm^3
dipole strength P: 8.291 eV
oxygen density: 1e+18 cm^-3
volume strain: 1.337e-05
linear lattice strain: 4.458e-06
wafer diameter: 300 mm
growth of wafer diameter: 1.337 um
growth if image term is forgotten: 0.7 um
NEGLECTED EFFECTS
ratio with cubic anisotropy, sphere flux: 1.906
change by anisotropy: -0.21 %
change of ratio for nu + 0.01: -2.09 %
core radius: 0.2 nm
core volume fraction: 3.35e-05
relative shift, core bulk modulus 3K: -1.6e-05
radial strain size at core, 2c/r^3: 0.139
elastic energy outside core: 0.413 eV
nonlinear volume scale, energy/mu: 9.75e-04 nm^3
same, relative to total volume: 7.3 %
thermal expansion coefficient: 2.6e-06 1/K
heating that gives the same strain: 1.71 K
\end{verbatim}
